# Why a periodic zone-centre calculation gives the TO, not LO, frequency

**Question**

I am computing optical phonons of a polar cubic crystal (rocksalt structure, two atoms per cell) with a periodic code. At the zone centre I move the two sublattices against each other and take the curvature of the total energy. The crystal should have two transverse optical (TO) modes and one longitudinal optical (LO) mode at a higher frequency, so I expected one of my displacements to be the longitudinal one. I get the same frequency along [100], [110] and [111]. I then made the cell much longer in one direction, still moving whole sublattices, in the hope that this would single out a longitudinal displacement, and nothing changed. Which frequency am I getting, where is the other one, and how do I obtain it?

**Answer**

You are getting the TO frequency, three times, and your calculation is correct. A displacement that repeats from cell to cell, treated with a cell-periodic potential, has zero macroscopic electric field, and in your cubic crystal that field is the only thing that separates LO from TO at long wavelength.

I use Hartree atomic units (Gaussian electrostatics, \(\nabla^2V=-4\pi\rho\)) and assume a three-dimensional insulator, harmonic forces, and electrons that follow the ions adiabatically. \(\Omega\) is the primitive cell volume.

## What "longitudinal" refers to

A phonon has displacements \(\mathbf u_\kappa e^{i\mathbf q\cdot\mathbf R}\) in the cell at \(\mathbf R\). Longitudinal means parallel to \(\hat{\mathbf q}=\mathbf q/q\). Your pattern is the same in every primitive cell, so \(\mathbf q=0\) and there is no \(\hat{\mathbf q}\). A longer cell describes the same infinite crystal with the same uniform pattern, so it adds no direction.

Symmetry then fixes the result. Let \(\mathbf u=\mathbf u_+-\mathbf u_-\), with energy \(\tfrac12\sum K_{\alpha\beta}u_\alpha u_\beta\). The mirror \(x\to-x\) sends \(K_{xy}\to-K_{xy}\), so off-diagonal elements vanish, and the threefold axis permutes \(x,y,z\), so the diagonal elements are equal. Hence \(K_{\alpha\beta}=K\delta_{\alpha\beta}\): one frequency, three times.

## The periodic calculation has \(\mathbf E=0\)

The macroscopic field is the cell average of \(-\nabla V\). A periodic potential has the expansion \(V=\sum_{\mathbf G}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\), so \(-\nabla V=-\sum_{\mathbf G}i\mathbf G V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\). Terms with \(\mathbf G\neq0\) average to zero over a cell, and the \(\mathbf G=0\) term carries the factor \(\mathbf G=0\). So \(\mathbf E=0\) for any arrangement of ions. Poisson's equation reads \(G^2V_{\mathbf G}=4\pi\rho_{\mathbf G}\); at \(\mathbf G=0\) neutrality makes it \(0=0\), and plane-wave and Ewald codes omit that term. A uniform field would need \(V=-\mathbf E\cdot\mathbf r\), which is not periodic.

## Ions, polarization and field

To second order, the electric enthalpy per cell as a function of \(\mathbf u\) and \(\mathbf E\) is
\[
\mathcal F=\tfrac12Ku^2-Z^*\mathbf u\cdot\mathbf E-\Omega\,\frac{\varepsilon_\infty-1}{8\pi}E^2 .
\]
\(K\) is the force constant at \(\mathbf E=0\), which is what you computed. \(\varepsilon_\infty\) is the clamped-ion dielectric constant and \(Z^*\) the Born effective charge of the cation. The force on the cation is \(\mathbf f=-\partial\mathcal F/\partial\mathbf u\) and the polarization is \(\mathbf P=-\Omega^{-1}\partial\mathcal F/\partial\mathbf E\). The same \(Z^*\) appears in both because it is one mixed second derivative. Only the difference \(\mathbf u\) enters, since a rigid translation changes neither energy nor polarization; this is the sum rule \(Z^*_++Z^*_-=0\), and it makes the force on the anion \(-\mathbf f\). Then \(\ddot{\mathbf u}=\mathbf f/M_++\mathbf f/M_-=\mathbf f/\mu\), with \(\mu\) the reduced mass, and
\[
\mu\ddot{\mathbf u}=-K\mathbf u+Z^*\mathbf E,\qquad \mathbf P=\frac{Z^*\mathbf u}{\Omega}+\frac{\varepsilon_\infty-1}{4\pi}\mathbf E. \tag{1}
\]
With \(\mathbf E=0\) the frequency is \(\omega^2=K/\mu\).

## The field of a long wave

Let \(\mathbf P(\mathbf r)=\mathbf Pe^{i\mathbf q\cdot\mathbf r}\) with \(q\) small on the scale of the Brillouin zone but not zero, and use electrostatics. The amplitudes of bound charge, potential and field follow in turn:
\[
\rho=-i\mathbf q\cdot\mathbf P,\qquad V=\frac{4\pi\rho}{q^2},\qquad \mathbf E=-i\mathbf qV=(-i)(-i)\,\frac{4\pi\,\mathbf q(\mathbf q\cdot\mathbf P)}{q^2}=-4\pi\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf P). \tag{2}
\]
The charge is of order \(q\), the kernel of order \(q^{-2}\), the gradient of order \(q\): the field does not shrink as \(q\to0\), and it depends on \(\hat{\mathbf q}\). In density functional perturbation theory this is the \(\mathbf G=0\) term of the first-order electrostatic potential \(4\pi\,\delta\rho(\mathbf q+\mathbf G)/|\mathbf q+\mathbf G|^2\) of electrons and ions. The kernels with \(\mathbf G\ne0\) are smooth at \(\mathbf q=0\), and an LDA or GGA exchange-correlation kernel has no \(1/q^2\) part, so \(K\), \(Z^*\), \(\varepsilon_\infty\) may be taken at \(\mathbf q=0\).

**Transverse wave.** Take \(\mathbf u\perp\hat{\mathbf q}\). By (2), \(\mathbf E=E\hat{\mathbf q}\) with \(E=-4\pi\hat{\mathbf q}\cdot\mathbf P\). Projecting the second equation of (1) on \(\hat{\mathbf q}\) gives \(E=-(\varepsilon_\infty-1)E\), so \(\varepsilon_\infty E=0\) and \(E=0\). Therefore \(\omega_{TO}^2=K/\mu\), the number you found.

**Longitudinal wave.** Take \(\mathbf u=u\hat{\mathbf q}\). The same projection gives
\[
E=-\frac{4\pi Z^*u}{\Omega}-(\varepsilon_\infty-1)E\quad\Rightarrow\quad E=-\frac{4\pi Z^*u}{\varepsilon_\infty\Omega}.
\]
The force \(Z^*E\) opposes \(u\) for either sign of \(Z^*\). Inserting it in (1),
\[
\omega_{LO}^2=\omega_{TO}^2+\frac{4\pi Z^{*2}}{\varepsilon_\infty\Omega\mu}. \tag{3}
\]
If \(Z^*=0\), as in the diamond structure, where inversion exchanges the two atoms and the sum rule makes their equal charges vanish, nothing is missing from the zone-centre result.

Equation (1) driven at frequency \(\omega\) gives \(\mathbf u=Z^*\mathbf E/[\mu(\omega_{TO}^2-\omega^2)]\). With \(\varepsilon(\omega)\mathbf E=\mathbf E+4\pi\mathbf P\), and (3) used to replace \(4\pi Z^{*2}/\Omega\mu\) by \(\varepsilon_\infty(\omega_{LO}^2-\omega_{TO}^2)\),
\[
\varepsilon(\omega)=\varepsilon_\infty+\frac{4\pi Z^{*2}}{\Omega\mu(\omega_{TO}^2-\omega^2)}=\varepsilon_\infty\frac{\omega_{LO}^2-\omega^2}{\omega_{TO}^2-\omega^2}. \tag{4}
\]
At \(\omega=0\) this is the Lyddane–Sachs–Teller relation \(\varepsilon_0/\varepsilon_\infty=\omega_{LO}^2/\omega_{TO}^2\), with \(\varepsilon_0=\varepsilon_\infty+4\pi Z^{*2}/(\Omega K)\).

## The same fact seen from the surface

Impose the \(\mathbf q=0\) pattern on a finite sample, so that \(\mathbf P=P\hat{\mathbf z}\) is uniform and the field comes from its surface charge. In a prism that field varies with position, so this pattern is in general not a normal mode of the sample; only the field at the centre is used here. Consider fixed dipoles on a cubic lattice filling a square prism \(|x|,|y|\le L\), \(|z|\le h\), and ask for the field at the central site from all other dipoles.

A dipole \(p\hat{\mathbf z}\) at \(\mathbf r\) contributes \(p(3z^2-r^2)/r^5\). Summed over a centred cube this vanishes, because \(x^2\), \(y^2\), \(z^2\) give equal sums. Remove such a cube, many spacings wide, and treat the rest as a continuum, equivalent to surface charges \(\mathbf P\cdot\hat{\mathbf n}\). A face element with charge density \(\sigma\) gives a normal field \(\sigma\,dA\cos\theta/r^2=\sigma\,d\omega\), with \(d\omega\) its solid angle. The top face (\(+P\)) and the bottom face (\(-P\)) both give a field along \(-z\), in total \(E=-2P\omega_s\), where \(\omega_s\) is the solid angle of one end face. This is the macroscopic field at the centre. The cavity faces carry the opposite charges and each subtends \(4\pi/6\), giving \(+2P\cdot4\pi/6\). So
\[
E_{\rm loc}=E+\frac{4\pi P}{3},\qquad \frac{E_{\rm loc}}{4\pi P}=\frac13-\frac{\omega_s}{2\pi}. \tag{5}
\]
The solid angle is \(4\int_0^L\!dx\int_0^L\!dy\,h\,(x^2+y^2+h^2)^{-3/2}\). The \(y\) integral gives \(hL/[(x^2+h^2)s]\) with \(s^2=x^2+L^2+h^2\). For \(t=xL/hs\) one has \(dt/dx=L(L^2+h^2)/hs^3\) and \(1+t^2=(x^2+h^2)(L^2+h^2)/h^2s^2\), whose ratio is that same expression, so the \(x\) integral is \(\arctan t\) and \(\omega_s=4\arctan[L^2/(h\sqrt{2L^2+h^2})]\).

A needle has \(\omega_s\to0\), \(E\to0\), ratio \(1/3\). A cube has \(\omega_s=4\cdot\pi/6\), ratio \(0\). A thin slab has \(\omega_s\to2\pi\), \(E\to-4\pi P\), ratio \(-2/3\), the field of the longitudinal wave in (2). Direct sums on an fcc lattice, with a site on the boundary weighted by \(1/2\) for each face it lies on so that the dipoles fill exactly the prism, give \(0.3333\) for a needle, \(0.0000\) for a cube and \(-0.6487\) for a slab with \(L:h=200:4\), each matching (5); the slab falls short of \(-2/3\) because its \(\omega_s\) is below \(2\pi\). The periodic Ewald sum gives \(0.33333\). The periodic calculation is thus the needle polarized along its axis, whichever axis that is.

A slab in a periodic cell with vacuum lies in between. Let it fill a fraction \(f\) of the cell height. Zero average field means \(fE_{\rm in}+(1-f)E_{\rm vac}=0\), and continuity of the normal displacement field means \(E_{\rm vac}=E_{\rm in}+4\pi P\). Substituting, \(E_{\rm in}+(1-f)4\pi P=0\), so \(E_{\rm in}=-4\pi P(1-f)\). Ewald sums for nine layers of fixed dipoles, with \(E=E_{\rm loc}-4\pi P/3\) taken at the central layer, give \(E/4\pi P=-0.50000\) at \(f=0.50\) and \(-0.90000\) at \(f=0.10\). Your elongated cell has \(f=1\).

## A model that can be solved by hand

This model replaces the electrons of DFT by a spring but keeps the long-range electrostatics exactly. Rocksalt ions have charges \(\pm Z\) and nearest-neighbour distance \(r_0=a/2\). Neighbouring cores repel with \(\varphi(r)=Be^{-r/\rho}\). The anion is a core of charge \(-Z-Y\) and a massless shell of charge \(Y\), joined by a spring \(k\), with no Coulomb force between them.

*Repulsion.* The energy per cell is \(-MZ^2/r_0+6\varphi(r_0)\), with \(M\) the Madelung constant. Zero pressure requires \(MZ^2/r_0^2+6\varphi'=0\), which fixes \(B\); the exponential gives \(\varphi''=-\varphi'/\rho\). A bond under relative displacement has length \(r_0+u_\parallel+u_\perp^2/2r_0\) to second order, so its second-order energy is \(\tfrac12\varphi''u_\parallel^2+\varphi'u_\perp^2/2r_0\); the first-order terms cancel between opposite bonds. For \(\mathbf u\) along \(x\), two bonds are parallel and four perpendicular, so \(K_{sr}=2\varphi''+4\varphi'/r_0\).

*Coulomb part.* A displaced charge feels the change of the field made by the others, plus the gradient of the static field at its own site. That gradient is proportional to the unit matrix by cubic symmetry and traceless by Laplace's equation, so it is zero. The field change is \(E_{\rm loc}\) of (5), the same at both sites, since each sublattice has cubic symmetry about either site. With shell displacement \(w\), the dipole per cell is \(Zu_+-(Z+Y)u_-+Yw=Zu+p\), where \(p=Y(w-u_-)\). The massless shell is in balance, \(k(w-u_-)=YE_{\rm loc}\), so \(p=\alpha E_{\rm loc}\) with \(\alpha=Y^2/k\). Define \(x=4\pi\alpha/3\Omega\). Then
\[
P=\frac{Zu+\alpha E}{\Omega}+xP\quad\Rightarrow\quad P=\frac{Zu}{(1-x)\Omega}+\frac{3x}{4\pi(1-x)}E,
\]
using \(\alpha/\Omega=3x/4\pi\). Comparison with (1) gives \(Z^*=Z/(1-x)\) and \(\varepsilon_\infty=1+3x/(1-x)=(1+2x)/(1-x)\). Since \(\varepsilon_\infty+2=3/(1-x)\), also \(Z^*=Z(\varepsilon_\infty+2)/3\). The force on the cation is
\[
-K_{sr}u+ZE+\frac{4\pi Z}{3}P=-\Big(K_{sr}-\frac{4\pi ZZ^*}{3\Omega}\Big)u+Z\Big(1+\frac{x}{1-x}\Big)E .
\]
The coefficient of \(E\) is \(Z/(1-x)=Z^*\), as (1) demands, and \(K\equiv K_{TO}=K_{sr}-4\pi ZZ^*/3\Omega\).

*Numbers.* Take round parameters, no particular material: \(a=10\) bohr, so \(r_0=5\) bohr and \(\Omega=a^3/4=250\) bohr³; \(Z=1\), \(Y=-2\), \(k=0.4\) Ha/bohr², so \(\alpha=10\) bohr³; \(\rho=0.5\) bohr; masses 20 u and 40 u, so \(\mu=13.333\) u \(=24305\,m_e\). With \(M=1.747565\), and force constants in Ha/bohr²:

- \(\varphi'=-1.747565/(6\cdot5^2)=-0.01165\) Ha/bohr and \(\varphi''=0.01165/0.5=0.02330\).
- \(K_{sr}=2(0.02330)-4(0.01165)/5=0.03728\).
- \(x=4\pi\cdot10/(3\cdot250)=0.16755\), \(\varepsilon_\infty=(1+2\cdot0.16755)/(1-0.16755)=1.6038\), \(Z^*=(1.6038+2)/3=1.2013\).
- \(4\pi ZZ^*/3\Omega=4\pi\cdot1.2013/(3\cdot250)=0.02013\), so \(K_{TO}=0.03728-0.02013=0.01715\).
- \(4\pi Z^{*2}/\varepsilon_\infty\Omega=4\pi\cdot1.2013^2/(1.6038\cdot250)=0.04523\), so \(K_{LO}=0.01715+0.04523=0.06238\). The added term is \(Z^*\) times the size of the LO field per displacement, \(-0.03765\) a.u./bohr.
- \(\omega_{TO}=\sqrt{0.01715/24305}=8.40\times10^{-4}\) Ha \(=184.4\) cm⁻¹.
- \(\omega_{LO}=\sqrt{0.06238/24305}=1.602\times10^{-3}\) Ha \(=351.6\) cm⁻¹.

The missing splitting is 167.2 cm⁻¹, nearly as large as \(\omega_{TO}\) itself. The numerical check tests these formulas with Ewald energies and forces of the point charges; extra digits serve only that comparison. Repeating your calculation, with the shell relaxed, it finds 184.38 cm⁻¹ along [100], [110] and [111]. A Bloch sum at \(q=0.001\) bohr⁻¹ gives 184.38, 184.38 and 351.61 cm⁻¹ along [100], [110], [111] and [123], with the top eigenvector parallel to \(\hat{\mathbf q}\). Deleting only the \(\mathbf G=0\) term at that \(q\) returns 184.38 cm⁻¹ three times, which isolates the cause. Setting \(Z=0\) at unchanged \(B\) gives 271.82 cm⁻¹ three times, equal to \(\sqrt{K_{sr}/\mu}\). TO lies below this value and LO above it, because the Coulomb force \(ZE_{\rm loc}\) is \(+4\pi ZP/3\) when \(E=0\) and \(-8\pi ZP/3\) when \(E=-4\pi P\), with \(ZP\) parallel to \(u\) in both cases. The static response gives \(\varepsilon_0=5.8324\) and \(\varepsilon_0/\varepsilon_\infty=3.6365\), against \((\omega_{LO}/\omega_{TO})^2=3.6366\), within the relative tolerance \(3\times10^{-4}\) of the test.

## Periodicity does not forbid LO modes

A supercell with vectors \(N\mathbf a_1,\mathbf a_2,\mathbf a_3\) admits every wave with \(\mathbf q=m\mathbf b_1/N\), where \(\mathbf b_1\cdot\mathbf a_j=2\pi\delta_{1j}\), because \(e^{i\mathbf q\cdot N\mathbf a_1}=e^{2\pi im}=1\). A multiple of \(N\) gives a reciprocal vector of the primitive cell and repeats the zone-centre pattern. For any other \(m\) this \(\mathbf q\) is a nonzero reciprocal vector of the supercell, so its Coulomb term is kept. Since \(m\) and \(m-N\) label the same wave, take \(|m|\le N/2\). For \(0<|m|\ll N\), where \(q\) is small, the field (2) is present locally and averages to zero over the supercell through its factor \(e^{i\mathbf q\cdot\mathbf r}\). For \(N=16\), with \(\mathbf b_1\) along a body diagonal, where the threefold axis makes the doublet transverse and the singlet longitudinal:

| \(m\) | \(q\) (bohr⁻¹) | optical modes (cm⁻¹) |
|---|---|---|
| 0 | 0 | 184.38, 184.38, 184.38 |
| 1 | 0.0680 | 184.18, 184.18, 350.30 |
| 2 | 0.1360 | 183.55, 183.55, 346.39 |
| 3 | 0.2041 | 182.45, 182.45, 339.98 |

Your elongated cell sampled only \(m=0\). A quadratic in \(q^2\) through the three values of \(\omega^2\) of the top mode extrapolates to 351.6 cm⁻¹, tested to lie within \(10^{-3}\) of (3) in relative terms.

## The general correction

For any insulator define \(Z^*_{\kappa,\alpha\beta}=\Omega\,\partial P_\alpha/\partial u_{\kappa\beta}\) at \(\mathbf E=0\), the tensor \(\boldsymbol\varepsilon_\infty\), and the \(\mathbf E=0\) force constants \(C(0)\). Write \(v_{\kappa\beta}=\sum_\alpha\hat q_\alpha Z^*_{\kappa,\alpha\beta}\). Projecting the tensor form of (1) on \(\hat{\mathbf q}\), with \(\mathbf E=E\hat{\mathbf q}\) and \(E=-4\pi\hat{\mathbf q}\cdot\mathbf P\),
\[
E=-\frac{4\pi}{\Omega}\sum_{\kappa'\beta}v_{\kappa'\beta}u_{\kappa'\beta}-(\hat{\mathbf q}\cdot\boldsymbol\varepsilon_\infty\cdot\hat{\mathbf q}-1)E\quad\Rightarrow\quad E=-\frac{4\pi}{\Omega}\frac{\sum v_{\kappa'\beta}u_{\kappa'\beta}}{\hat{\mathbf q}\cdot\boldsymbol\varepsilon_\infty\cdot\hat{\mathbf q}} .
\]
The force from the field is \(\sum_\gamma Z^*_{\kappa,\gamma\alpha}E_\gamma=v_{\kappa\alpha}E\). Writing it as \(-\sum C^{NA}u\),
\[
C(\mathbf q\to0)=C(0)+C^{NA},\qquad C^{NA}_{\kappa\alpha,\kappa'\beta}=\frac{4\pi}{\Omega}\frac{v_{\kappa\alpha}v_{\kappa'\beta}}{\hat{\mathbf q}\cdot\boldsymbol\varepsilon_\infty\cdot\hat{\mathbf q}} . \tag{6}
\]
For the cubic crystal \(v_{\pm,\alpha}=\pm Z^*\hat q_\alpha\), and (6) reproduces (3). \(Z^*\) and \(\boldsymbol\varepsilon_\infty\) come from the linear response to a uniform field in the primitive cell, so the practical route is to compute them, add (6) for the direction you want, divide by \(\sqrt{M_\kappa M_{\kappa'}}\) and diagonalize. Small finite \(\mathbf q\) or long supercells are the alternative.

Equation (6) also limits the slogan "only TO values appear". A zone-centre mode has dipole \(d_\alpha=\sum Z^*_{\kappa,\alpha\beta}u_{\kappa\beta}\), and \(\sum vu=\hat{\mathbf q}\cdot\mathbf d\). If \(\hat{\mathbf q}\perp\mathbf d\), then \(C^{NA}u=0\) and the mode keeps its frequency. The exact statement is that the zone-centre calculation gives the \(\mathbf E=0\) frequencies, each being the limit for propagation perpendicular to the dipole of that mode. Compress the model along \(z\) to \(c/a=0.98\) at fixed \(B\), where \(Z^*_{xx}=1.1926\), \(Z^*_{zz}=1.2339\), \(\varepsilon_{xx}=1.6148\), \(\varepsilon_{zz}=1.6267\). The zone centre gives 183.36 (twice; \(x\), \(y\)) and 217.97 cm⁻¹ (\(z\)). Along [100] the modes are 183.36, 217.97, 350.94; along [001], 183.36, 183.36, 377.70; along the Cartesian direction \((1,0,1)/\sqrt2\), 183.36, 199.53, 365.61 cm⁻¹. All agree with (6) within the relative tolerance \(10^{-4}\). The value 199.53 matches no zone-centre frequency, and its position follows from (6). The sum rule keeps rigid translations out, so the \(x\) and \(z\) optical modes form a \(2\times2\) problem \(\mathrm{diag}(\lambda_x,\lambda_z)+\mathbf s\mathbf s^{T}\) for \(\lambda=\omega^2\), with \(\mathbf s\) the mass-scaled projection of \(v\). Its determinant condition is
\[
(\lambda_x-\lambda)(\lambda_z-\lambda)+s_x^2(\lambda_z-\lambda)+s_z^2(\lambda_x-\lambda)=0 .
\]
The left side equals \(s_x^2(\lambda_z-\lambda_x)>0\) at \(\lambda_x\) and \(s_z^2(\lambda_x-\lambda_z)<0\) at \(\lambda_z\), so one root lies strictly between them.

## Where (3) and (6) stop holding

*Retardation.* Equation (2) is electrostatic. Maxwell's equations give \(\mathbf q\times(\mathbf q\times\mathbf E)=-(\omega^2/c^2)\varepsilon(\omega)\mathbf E\). A longitudinal field makes the left side zero, so \(\varepsilon(\omega)=0\) and \(\omega=\omega_{LO}\) by (4). A transverse field obeys \(c^2q^2=\omega^2\varepsilon(\omega)\). For \(q\gg\omega/c\) the phonon-like root needs large \(\varepsilon\), so \(\omega\to\omega_{TO}\). For \(q\to0\) it needs \(\omega^2\varepsilon\to0\), so either \(\omega\to0\) or \(\omega\to\omega_{LO}\). "\(q\to0\)" above therefore means \(\omega/c\ll q\ll\) zone size. Here \(\omega_{LO}/c=1.17\times10^{-5}\) bohr⁻¹, nearly two orders of magnitude below the \(q=0.001\) bohr⁻¹ used; solving \(c^2q^2=\omega^2\varepsilon(\omega)\) there lowers the transverse frequency by only 0.015 cm⁻¹, while at \(q=10^{-4}\) bohr⁻¹ it lowers it by about 1.5 cm⁻¹.

*Lower dimension.* For an isolated layer with in-plane dipole density \(\mathbf P_2e^{i\mathbf q\cdot\mathbf r}\), the sheet charge is \(\sigma=-i\mathbf q\cdot\mathbf P_2\). Poisson's equation \(V''-q^2V=-4\pi\sigma\delta(z)\) is solved by \(V=(2\pi\sigma/q)e^{-q|z|}\), so the in-plane field is \(-i\mathbf qV=-2\pi q\,\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf P_2)\). It vanishes linearly in \(q\), so the correction disappears at the zone centre; where symmetry makes the two in-plane \(\mathbf E=0\) modes degenerate, as in a square or hexagonal layer, LO meets TO there. This holds for the isolated layer only. In a three-dimensionally periodic cell of height \(c\), the images multiply \(V\) in the layer by \(\coth(qc/2)\), so for \(qc\ll1\) the field tends to \(-(4\pi/c)\,\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf P_2)\) and a spurious splitting that depends on the vacuum remains unless the Coulomb interaction between images is cut off.

*Free carriers.* In the adiabatic treatment of a metal, mobile electrons replace \(4\pi/q^2\) by a kernel that stays finite as \(q\to0\). The field \(-i\mathbf qV\), with \(\rho\) of order \(q\), is then of order \(q^2\), and the splitting disappears as \(q\to0\); with a Thomas–Fermi kernel \(4\pi/(q^2+\kappa^2)\) it returns once \(q\) is comparable to \(\kappa\). The adiabatic treatment needs a plasma frequency \(\omega_p\gg\omega_{LO}\). In a doped polar semiconductor with \(\omega_p\) comparable to \(\omega_{LO}\), the longitudinal modes at small \(q\) are the two roots of \(\varepsilon(\omega)-\varepsilon_\infty\omega_p^2/\omega^2=0\), coupled plasmon–phonon modes, and the lower one tends to \(\omega_{TO}\) only for \(\omega_p\gg\omega_{LO}\).

## Computed values

```
a = 10.0 bohr, r0 = 5.0 bohr, Omega = 250.0 bohr^3
Z = 1.0 e, Y = -2.0 e, alpha = 10.0 bohr^3, k = 0.4 Ha/bohr^2, rho = 0.5 bohr
masses 20.0 u, 40.0 u; mu = 13.3333 u = 24305.2 m_e
Madelung M = 1.747565, B = 128.309 Ha
phi' = -0.011650 Ha/bohr, phi'' = 0.023301 Ha/bohr^2
x = 0.167552, eps_inf = 1.60383, Z* = 1.20128 e, eps0 = 5.8324
K_sr = 0.037281, 4piZZ*/3Om = 0.020128, K_TO = 0.017154 Ha/bohr^2
4piZ*^2/(eps Om) = 0.045227, K_LO = 0.062381 Ha/bohr^2
w_TO = 8.40100e-04 Ha = 184.38 cm^-1
w_LO = 1.60205e-03 Ha = 351.61 cm^-1
w_LO - w_TO = 167.23 cm^-1, w_LO/c = 1.17e-05 bohr^-1
LO field per displacement -4piZ*/(eps Om) = -0.037649 a.u./bohr
frozen phonon along [1, 0, 0]: K = 0.017154 Ha/bohr^2, w = 184.38 cm^-1
frozen phonon along [1, 1, 0]: K = 0.017154 Ha/bohr^2, w = 184.38 cm^-1
frozen phonon along [1, 1, 1]: K = 0.017154 Ha/bohr^2, w = 184.38 cm^-1
primitive-cell Gamma optical modes: 184.38 184.38 184.38 cm^-1
from Hessian: Z*+ = 1.20128 e, Z*- = -1.20128 e
from Hessian: eps_inf = 1.60383, eps0 = 5.8324
16-cell supercell m=0, q = 0.0000 bohr^-1: 184.38 184.38 184.38 cm^-1
16-cell supercell m=1, q = 0.0680 bohr^-1: 184.18 184.18 350.30 cm^-1
16-cell supercell m=2, q = 0.1360 bohr^-1: 183.55 183.55 346.39 cm^-1
16-cell supercell m=3, q = 0.2041 bohr^-1: 182.45 182.45 339.98 cm^-1
supercell top mode extrapolated to q->0: 351.6 cm^-1
small q = 0.001 bohr^-1
q along [1, 0, 0]: 184.38 184.38 351.61 cm^-1
q along [1, 1, 0]: 184.38 184.38 351.61 cm^-1
q along [1, 1, 1]: 184.38 184.38 351.61 cm^-1
q along [1, 2, 3]: 184.38 184.38 351.61 cm^-1
LST: (wLO/wTO)^2 = 3.6366, eps0/eps_inf = 3.6365
same q, G=0 term removed: 184.38 184.38 184.38 cm^-1
same q, Z = 0: 271.82 271.82 271.82 cm^-1
local field/(4piP), periodic Ewald sum: 0.33333
local field/(4piP), needle half-sizes 10,10,1000 (a/2): sum 0.3333, formula 0.3333
local field/(4piP), cube half-sizes 30,30,30 (a/2): sum -0.0000, formula 0.0000
local field/(4piP), slab half-sizes 200,200,4 (a/2): sum -0.6487, formula -0.6487
periodic 9-layer slab, filling f = 0.50: E/(4piP) = -0.50000
periodic 9-layer slab, filling f = 0.10: E/(4piP) = -0.90000
c/a = 0.98: Z*xx = 1.1926 e, Z*zz = 1.2339 e
c/a = 0.98: eps_xx = 1.6148, eps_zz = 1.6267
strained Gamma modes: 183.36 183.36 217.97 cm^-1
strained, q along [1, 0, 0]: 183.36 217.97 350.94 cm^-1
strained, q along [0, 0, 1]: 183.36 183.36 377.70 cm^-1
strained, q along [1, 0, 1]: 183.36 199.53 365.61 cm^-1
```
